# Midgap Decay in an Alternating Chain and Its Two-Band Approximation

## Problem

In a tunnelling transistor, electrons cross a region in which their energy lies inside the band gap. There the wave decays, and the tunnelling probability depends exponentially on the decay constant. This constant can be estimated from a two-band continuum formula containing the gap and the band-edge mass. A chain with alternating hoppings lets that formula be compared with an exact lattice result.

Consider an infinite chain of cells of length $a$, each with two sites $A$ and $B$. Both sites have the same energy, taken as zero. The hopping is $t_1>0$ between $A$ and $B$ of one cell, and $t_2>0$ between $B$ of one cell and $A$ of the next. The orbitals are orthonormal and there is no other hopping. Define

$$\Delta=|t_1-t_2|,\qquad r=\frac{\max(t_1,t_2)}{\min(t_1,t_2)},\qquad \lambda=\ln r .$$

The decay constant $\kappa$ refers to the amplitude, which falls as $e^{-\kappa x}$; the probability falls as $e^{-2\kappa x}$.

(a) Find $\kappa$ at midgap, $E=0$, and show that decay is fastest there.

(b) Build the two-band continuum model that has the true gap and the true band-edge mass. At what hopping ratio is its midgap decay constant wrong by ten percent of the exact value?

(c) Show that an armchair graphene ribbon with $N$ dimer lines and nearest-neighbour hopping $t$ separates into such chains. Evaluate the decay for $N=13$, $t=2.7$ eV and a bond length of 0.142 nm. Is the continuum error important in a channel 10 nm long at 300 K?

## Hints

1. At $E=0$ the Schrödinger equation on one sublattice contains amplitudes of the other sublattice alone. Compare neighbouring cells.
2. For the other energies in the gap, continue the dispersion relation from $k=\pi/a$ to complex $k$.
3. In (b), expand $E^2$ rather than $E$ about the zone boundary. Then express $\Delta/\sqrt{t_1t_2}$ through $\lambda$.
4. In (c), a sine across the ribbon satisfies the edge conditions. Add the contributions from the two adjacent dimer lines.

## Solution

### (a) The exact decay constant

Let $A_n$ and $B_n$ be the amplitudes in cell $n$. Each site has one neighbour in its own cell and one in an adjacent cell:

$$E A_n=t_1B_n+t_2B_{n-1},\qquad E B_n=t_1A_n+t_2A_{n+1}.$$

At $E=0$ these equations separate:

$$A_{n+1}=-\frac{t_1}{t_2}A_n,\qquad B_n=-\frac{t_2}{t_1}B_{n-1}.$$

One sublattice carries a solution that decays to the right, the other a solution that decays to the left. If $t_1<t_2$, the first belongs to $A$; if $t_1>t_2$, it belongs to $B$. In both cases the magnitude changes by a factor $1/r$ per cell in the direction of decay. Setting $e^{-\kappa a}=1/r$ gives

$$\boxed{\kappa=\frac{1}{a}\left|\ln\frac{t_1}{t_2}\right|=\frac{\lambda}{a}}$$

The positions of the atoms inside the cell do not enter, because the derivation compares equivalent sites one cell apart. The minus sign in the recursion is a phase of $\pi$ per cell, so the decaying wave has the real wave number $\pi/a$ of the band edge.

For other energies, insert $A_n=Ae^{ikna}$ and $B_n=Be^{ikna}$:

$$EA=(t_1+t_2e^{-ika})B,\qquad EB=(t_1+t_2e^{ika})A.$$

Substituting one equation into the other gives

$$E^2=t_1^2+t_2^2+2t_1t_2\cos ka .$$

For real $k$ the smallest value of $E^2$ is $(t_1-t_2)^2$, reached at $k=\pi/a$. The gap is therefore $E_g=2\Delta$. Now put $k=\pi/a+i\kappa$. Since $\cos(\pi+i\kappa a)=-\cosh\kappa a$,

$$\cosh\kappa a=\frac{t_1^2+t_2^2-E^2}{2t_1t_2}.$$

The right side falls as $|E|$ grows, and $\cosh$ increases with positive argument, so $\kappa(E)$ is largest at $E=0$. There the right side is $(r+1/r)/2=\cosh(\ln r)$, which returns the boxed result.

An infinite perfect chain has no bounded state at this energy. The decaying solution describes the wave between two contacts, whose coupling fixes the prefactor of the transmission. The way the chain ends matters for this prefactor: a weak last bond produces end states near midgap. If the width that these states acquire from the contacts is comparable to their splitting, the midgap transmission becomes resonant and no longer falls as $e^{-2\kappa L}$. As a test, chains with hoppings 2 and 1 eV were joined at each end to a contact that broadens the end site by 1 eV. Between lengths of 12 and 20 cells, the logarithm of the midgap transmission fell by $2\ln2$ per cell, to within $10^{-5}$, both with strong and with weak end bonds.

### (b) The continuum model and its ten-percent limit

Write $k=\pi/a+q$. Then $\cos ka=-\cos qa\simeq-1+q^2a^2/2$, and

$$E^2\simeq\Delta^2+t_1t_2a^2q^2 .$$

Close to the upper band edge the square root gives

$$E\simeq\Delta+\frac{t_1t_2a^2}{2\Delta}q^2 .$$

Comparison with $\Delta+\hbar^2q^2/2m^*$ identifies the mass:

$$m^*=\frac{\hbar^2\Delta}{t_1t_2a^2},\qquad E^2=\Delta^2+\frac{\hbar^2\Delta}{m^*}q^2 .$$

The second equation is the two-band continuum model in terms of measurable band parameters. Setting $E=0$ and $q=i\kappa_A$ gives

$$\kappa_A=\frac{\sqrt{m^*\Delta}}{\hbar}=\frac{\Delta}{a\sqrt{t_1t_2}} .$$

Dividing the difference of the hoppings by their geometric mean leaves $\sqrt r-1/\sqrt r=e^{\lambda/2}-e^{-\lambda/2}$. Hence

$$\kappa_A=\frac{2}{a}\sinh\frac{\lambda}{2},\qquad
\frac{\kappa_A}{\kappa}=\frac{\sinh x}{x},\qquad x=\frac{\lambda}{2}.$$

The cause of the error is visible at any energy in the gap. Subtract 1 from the exact expression for $\cosh\kappa a$ and use $\cosh\kappa a-1=2\sinh^2(\kappa a/2)$:

$$4\sinh^2\frac{\kappa a}{2}=\frac{\Delta^2-E^2}{t_1t_2}.$$

The continuum model replaces $2\sinh(\kappa a/2)$ by $\kappa a$. This is accurate when the wave changes little in magnitude over one cell. Because $\sinh x>x$ for $x>0$, the continuum constant is too large, and the model underestimates tunnelling.

The function $\sinh x/x$ has derivative $(x\cosh x-\sinh x)/x^2$. The numerator vanishes at $x=0$ and has the positive derivative $x\sinh x$, so the error rises steadily with $x$ and reaches ten percent once. The condition is

$$\frac{\sinh x}{x}=1.1 .$$

The series $\sinh x/x=1+x^2/6+x^4/120+\dots$ gives a first estimate $x^2=0.6$, hence $\lambda=\sqrt{2.4}$ and $r\simeq4.71$. Keeping the next term gives $x^4+20x^2-12=0$, so $x^2=-10+\sqrt{112}\simeq0.583$. The numerical root of the full equation is $x=0.7634$, and

$$\boxed{r=e^{2x}\simeq4.60}$$

The model overestimates $\kappa$ by more than ten percent when one hopping exceeds about 4.6 times the other.

The same condition can be stated through energies. The bands extend from $-(t_1+t_2)$ to $t_1+t_2$, so

$$\frac{\text{gap}}{\text{full span}}=\frac{2\Delta}{2(t_1+t_2)}=\frac{r-1}{r+1}=\tanh\frac{\lambda}{2}.$$

At the threshold this fraction is 0.64: the gap takes up nearly two thirds of the full energy span.

For nearly equal hoppings the relative error is $\lambda^2/24$ and vanishes with the gap. For very unequal hoppings $\kappa_Aa$ grows as $\sqrt r$, while the exact $\kappa a$ grows as $\ln r$, so the relative error has no upper limit.

A single parabolic band with the same mass is a different approximation. At a depth $\Delta$ below its edge it gives $\sqrt{2m^*\Delta}/\hbar=\sqrt2\,\kappa_A$. Since $\kappa_A>\kappa$, this is more than 41 percent too large for every $r>1$. The influence of the second band is therefore needed at midgap even where the lattice correction is negligible.

### (c) A graphene ribbon

Number the dimer lines across the ribbon by $j=1,\dots,N$. Each atom has one neighbour on its own line, at a distance of one bond along the ribbon. It has two more on lines $j-1$ and $j+1$, both displaced by half a bond length in the opposite direction along the ribbon. Take amplitudes proportional to $\sin j\theta$ with

$$\theta=\frac{p\pi}{N+1},$$

so that they vanish on the missing lines $0$ and $N+1$. The two side neighbours together contribute

$$t\left[\sin(j+1)\theta+\sin(j-1)\theta\right]=2t\cos\theta\,\sin j\theta .$$

The dependence on $j$ factors out. What remains is a chain with hoppings $t$ and $2t\cos\theta$, and a cell length of 1.5 bonds. Replacing $p$ by $N+1-p$ reverses the sign of $\cos\theta$. That sign can be absorbed by changing the sign of the amplitudes in every second cell, so $p\le N/2$ covers all chains with two positive hoppings. For odd $N$ the middle mode has $\cos\theta=0$ and consists of isolated dimers.

For $N=13$ the mode with the slowest midgap decay is $p=5$. Its parameters are

$$a=1.5\times0.142=0.213\ \text{nm},$$

$$t_1=2.700\ \text{eV},\qquad t_2=2\times2.7\cos(5\pi/14)=2.343\ \text{eV}.$$

The half-gap is $\Delta=0.357$ eV, the gap 0.714 eV, and the band-edge mass $0.095\,m_0$, where $m_0$ is the free-electron mass. With $\lambda=\ln(2.700/2.343)=0.1418$,

$$\kappa=\frac{0.1418}{0.213\ \text{nm}}=0.666\ \text{nm}^{-1}.$$

The continuum value is

$$\kappa_A=\frac{0.357}{0.213\sqrt{2.700\times2.343}}=0.666\ \text{nm}^{-1}.$$

The two differ by 0.08 percent, in agreement with $\lambda^2/24$. A relative error in $\kappa$ is multiplied by $2\kappa L$ in the relative change of the tunnelling factor, as long as that change is small. For $L=10$ nm, $2\kappa L=13.3$, and the factor $e^{-2\kappa L}$ changes from $1.65\times10^{-6}$ to $1.63\times10^{-6}$, about one percent. The single parabolic band gives 0.942 nm$^{-1}$ and makes the factor about 250 times too small.

At other widths, too, the error in the slowest $\kappa$ stays far below ten percent within the model. Among the ribbons with a gap from $N=3$ to $N=200$, the largest continuum error in the slowest mode is 0.97 percent, at $N=4$, where $r=1.618$. The effect on the tunnelling factor is larger there, because $2\kappa L\simeq45$ for $L=10$ nm: the continuum factor is about 35 percent too small, although the factor itself is then only about $2\times10^{-20}$. Higher modes can exceed the threshold. For $N=16$ and $p=8$, $r=5.42$ and the error is 12 percent, but there $\kappa=7.9$ nm$^{-1}$. The scan limits the slowest mode to $\ln(1.618)/a\simeq2.3$ nm$^{-1}$ or less. If the contacts feed both modes comparably, the higher one contributes negligibly after a few nanometres.

Temperature matters more than the continuum error. Take a flat barrier, a small source–drain voltage and the Fermi level at midgap. Let the transmission be $e^{-2\kappa(E)L}$ inside the gap and one outside it, and average with the thermal weight $-\partial f/\partial E$, where $f$ is the Fermi function. At 300 K the energies inside the gap contribute $2.1\times10^{-6}$, and those beyond both band edges $2.0\times10^{-6}$. The first number exceeds the midgap factor because transmission is smallest at midgap. Together they are about 2.5 times the midgap factor, while the continuum $\kappa(E)$ changes the total by only 0.5 percent. The ratio 2.5 depends on the assumed prefactors. With leads made of the same chain shifted by 1 to 2 eV, the midgap transmission is about 3 to 4 times the bare factor, depending on which bond the interface cuts, and the thermal average exceeds it by only 20 to 30 percent. End states change the picture far more. For a chain of 47 cells joined to contacts that broaden each end site by 1 eV, the midgap transmission is $3\times10^{-7}$ with strong end bonds and $2\times10^{-4}$ with weak ones. The thermal averages are $6\times10^{-7}$ and $1.7\times10^{-4}$. With weak end bonds and a site broadening of 0.01 eV, the end states acquire a width of 2.5 meV, close to their splitting of 1.7 meV, and the midgap transmission is resonant, about 0.9. This resonance is much narrower than $k_BT=26$ meV, and the thermal average is only 0.024. The leakage therefore needs both the thermal average and the contacts.

**Comparison with real ribbons.** Armchair ribbons of this width, about 1.5 nm, can be made and have served as transistor channels. The hopping and bond length used here are rough standard values, and 10 nm is a short channel. Real ribbons break the assumption of equal nearest-neighbour hoppings and independent electrons. Making the edge dimer bonds 12 percent stronger raises $\kappa$ by 19 percent. Third-neighbour hopping of $0.07t$, included alone, also raises it by 19 percent. Second-neighbour hopping of $0.10t$ shifts the energy of fastest decay and changes the largest $\kappa$ in the gap by only $-0.2$ percent. These strengths are rough assumptions. Electron interaction can enlarge the gap considerably, by an amount that depends on screening by the surroundings. If it doubled the gap at fixed mean hopping, $\kappa$ would double to 1.34 nm$^{-1}$, while the continuum error would still be only 0.3 percent. With each hopping correction taken alone at these strengths, the two-band formula built from the modified gap and mass stays within about 0.1 percent. With second neighbours the two band edges have different masses, and this figure needs the mean of their inverses; either mass alone gives an error of 1.2 to 1.5 percent. In these cases uncertainty in the band parameters outweighs the error of the formula. The formula describes only the subband whose gap and mass enter it, however. With the stronger edge bonds and the third-neighbour hopping together, the slowest decay ($\kappa=0.82$ nm$^{-1}$) belongs to a subband other than the one at the band edge. The two-band value from the lowest gap is then 14 percent too large, and the tunnelling factor at 10 nm about ten times too small. Third-neighbour hopping alone produces the same crossing when it is raised to $0.10t$, with an error of 1.6 percent. With $t=3.2$ eV, third-neighbour hopping of 0.3 eV and edge bonds stronger by 0.2 eV, the crossing again gives 14 percent, so a real ribbon of this width may lie in this regime. Disorder and the actual contacts are not included in these estimates.

## Variation 1: linearise the Bloch matrix

**Question.** Some continuum models keep only the terms of the Bloch matrix that are linear in $q$. Where does the ten-percent limit lie for such a model, if the sites are taken as equally spaced?

**Solution.** With phases assigned to equally spaced sites, the off-diagonal element is

$$f(k)=t_1e^{ika/2}+t_2e^{-ika/2},\qquad E^2=|f|^2 .$$

At $k=\pi/a+q$ the factors $e^{\pm i\pi/2}=\pm i$ give

$$f=i\left[(t_1-t_2)\cos\frac{qa}{2}+i(t_1+t_2)\sin\frac{qa}{2}\right].$$

To first order in $q$ the cosine is 1 and the sine is $qa/2$, so

$$E^2=\Delta^2+\frac{(t_1+t_2)^2a^2}{4}q^2 .$$

Setting $E=0$ and $q=i\kappa_B$ yields

$$\kappa_B=\frac{2\Delta}{(t_1+t_2)a}=\frac2a\tanh\frac\lambda2 .$$

This model has the correct gap but a different mass. Its coefficient of $a^2q^2$ exceeds $t_1t_2$ by

$$\frac{(t_1+t_2)^2}{4}-t_1t_2=\frac{\Delta^2}{4}.$$

The missing compensation comes from the cosine. Its second-order term, $-q^2a^2/8$, multiplies $t_1-t_2$, and squaring the product gives $-\Delta^2a^2q^2/4$. Linearising the matrix is therefore not equivalent to expanding $E^2$ to second order.

The ratio $\kappa_B/\kappa=\tanh x/x$ lies below 1. Its derivative has the sign of $2x-\sinh2x$, which is negative for $x>0$, so the threshold is again unique. From $\tanh x/x=0.9$ one finds $x=0.584$ and

$$r\simeq3.21 .$$

The gap is then 53 percent of the full span. This model underestimates $\kappa$ and overestimates tunnelling, the reverse of the edge-matched model. For the hoppings of the $N=13$ ribbon with equally spaced sites the error is $-0.17$ percent; with the actual spacings along the ribbon, 1 and 0.5 bond, it is $-2.5$ percent. A different assignment of site positions would change the linearised model, although the exact $\kappa$ would stay the same.

## Variation 2: tunnelling in a uniform field

**Question.** A band-to-band tunnelling junction has a strong field, so the electron passes through every energy of the gap. Find the tunnelling exponent for a uniform force $F$, and evaluate it for the same ribbon at 1 MV/cm.

**Solution.** Measured from the local midgap, the electron energy changes by $F\,dx$ over a distance $dx$. If the potential changes little over one cell compared with the gap, the local decay constant may be integrated:

$$S=2\int\kappa\,dx=\frac2F\int_{-\Delta}^{\Delta}\kappa(E)\,dE,\qquad P\simeq e^{-S}.$$

In the edge-matched model $\kappa_A(E)=\sqrt{\Delta^2-E^2}/(a\sqrt{t_1t_2})$. The integral of the square root is the area of a half-disc, $\pi\Delta^2/2$, and

$$S_A=\frac{\pi\Delta^2}{Fa\sqrt{t_1t_2}} .$$

Using the midgap constant throughout would give $4\kappa_A\Delta/F$. The correct integral within this model is smaller by the factor $\pi/4$, because the decay constant falls to zero at both band edges.

A field of 1 MV/cm means $F=0.1$ eV/nm. The potential changes by 0.021 eV per cell, small beside the gap, and the tunnelling distance is $0.714/0.1=7.1$ nm. The continuum exponent is

$$S_A=\frac{\pi(0.357)^2}{0.1\times0.213\sqrt{2.700\times2.343}}\simeq7.47 .$$

The exact $\kappa(E)$ gives 7.470 against 7.475 for the continuum, a difference of 0.06 percent. This is three quarters of the midgap error. To leading order the relative error at energy $E$ is proportional to $\Delta^2-E^2$, and the integral weights it with $\sqrt{\Delta^2-E^2}$:

$$\frac{\int_{-\Delta}^{\Delta}(\Delta^2-E^2)^{3/2}dE}{\Delta^2\int_{-\Delta}^{\Delta}(\Delta^2-E^2)^{1/2}dE}
=\frac{3\pi\Delta^4/8}{\pi\Delta^4/2}=\frac34 .$$

The resulting probability is $P=5.70\times10^{-4}$. As a test of the exponent, the two-component Schrödinger equation was integrated with $\hbar\,dk/dt=F$, from the lower band at $k=0$ to $k=2\pi/a$. With equally spaced sites the probability of ending in the upper band was $5.71\times10^{-4}$; the actual site positions raise it by 1.3 percent. The result also depends on the end points. For sweeps starting between $0$ and $\pi/2a$ and ending between $3\pi/2a$ and $2\pi/a$, it moves by about 1 percent with equally spaced sites and by about 4 percent with the actual positions, and by more when the end points lie closer to the gap. A constant midgap $\kappa$ gives $S=9.51$ and a probability nearly eight times too small. In this junction the variation of $\kappa$ across the gap matters far more than the lattice correction to the two-band formula. The numerical output lists the values to more digits.

## Computed results

```
Threshold A (edge-matched, +10%): x = 0.7634, lam = 1.5268
Threshold A hopping ratio: 4.6034; numerical 4.6034
Threshold A gap / full energy span: 0.6431
Threshold A ratio from lam^2/24 law: 4.708
Threshold B (linearised, -10%): x = 0.5838, lam = 1.1676
Threshold B hopping ratio: 3.2143; numerical 3.2143
Threshold B gap / full energy span: 0.5254
Ribbon inputs: t = 2.7 eV, bond = 0.142 nm, N = 13
Chain cell length a: 0.2130 nm; slowest mode p = 5
Chain hoppings: 2.7000 eV and 2.3430 eV
Hopping ratio: 1.1524; lam = 0.14183
Gap: 0.7141 eV; half-gap 0.3570 eV
Band-edge mass: 0.0948 m0
Exact midgap kappa: 0.66588 1/nm
Edge-matched kappa: 0.66643 1/nm (+0.084 %)
Linearised kappa: 0.66476 1/nm (-0.167 %)
One parabolic band: 0.94248 1/nm (+41.5 %)
Worst slowest mode, N = 3 to 200: N = 4, ratio 1.6180, error A +0.968 %
High mode N = 16, p = 8: ratio 5.419, kappa 7.934 1/nm, error A +12.33 %
Channel length: 10.0 nm; temperature 300.0 K; kT 0.02585 eV
exp(-2 kappa L), exact: 1.645e-06
exp(-2 kappa L), edge-matched: 1.627e-06
Thermal average through the gap: 2.146e-06
Thermal share over both band edges: 2.010e-06
Field: 1.0 MV/cm; gap/field 7.14 nm
Field exponent S, exact band: 7.4703
Field exponent S, edge-matched: 7.4750
Field exponent with constant midgap kappa: 9.5094
exp(-S): 5.698e-04; direct evolution 5.714e-04
Edge bonds +12 %: kappa 0.7903 1/nm (+18.7 %)
Second neighbours 0.10 t: largest kappa in gap 0.6642 1/nm (-0.2 %)
Third neighbours 0.07 t: kappa 0.7891 1/nm (+18.5 %)
Gap doubled, same mean hopping: kappa 1.3385 1/nm (+101.0 %), error A +0.339 %
```
